**Two inequivalent crystal-field parameter sets with one spectrum: $J=9/2$ at a hexagonal site**

For $H=B_{20}O_{20}+B_{40}O_{40}+B_{60}O_{60}+B_{66}O_{66}$ (Stevens operators, meV), the set $B_{20}+5t/12$, $B_{40}+t/924$, $B_{60}-23t/110880$, $B_{66}'^2=B_{66}^2+(y^2-y'^2)/10080^2$ has the same energies and symmetry labels whenever $B_{66}'$ is real. Here $d_M=\langle M|H|M\rangle$, $x=d_{9/2}-d_{3/2}$, $y=d_{7/2}-d_{5/2}$, $t=(29y-63x)/430$, $y'=y+29t$, and $A,B,C$ are the blocks $\{9/2,-3/2\}$, $\{7/2,-5/2\}$, $\{1/2\}$ with mixing angles $\theta_A,\theta_B$. The program asserts the twin formula against full diagonalisation on random sets, the conservation of $\operatorname{Tr}H_k^2$ under rotation and its difference between the twins, the Hellmann–Feynman Jacobian against finite differences, and its singularity at $t=0$. It asserts $g_\parallel=g_J|1-6\cos2\theta_B|$ and $g_\perp=4g_J|\sin2\theta_B|$ against finite-field splittings, the dipole strengths against explicit matrix elements, and the recovery of the parameters from energies plus both $g$ values. It also asserts 120 distinct complex solutions when labels are unknown, that every converged random-start fit lands on an enumerated real one, and that the twin persists under $J$-mixing in the term $L=6$, $S=3/2$. For the model example $B_{20}$ is $0.100$ or $-0.063$ meV with linear error bars of $0.010$ meV, $(g_\parallel,g_\perp)$ is $(2.61,1.87)$ or $(0.55,2.91)$, and 12 real unlabelled solutions with $B_{66}>0$ exist, all reached by the random fits. The $B$ and $C$ levels of $J=11/2$ differ between the two sets by about 2 meV.

## Numerical verification

```python
# Result under test: for J=9/2 and H = B20 O20 + B40 O40 + B60 O60 + B66 O66 (Stevens
# operators, hexagonal site; 4 parameters, 4 splittings) the set
#   B20+5t/12, B40+t/924, B60-23t/110880, B66'^2 = B66^2+(y^2-y'^2)/10080^2,
#   t = -(288 B20+9156 B40+211680 B60)/43, y' = y+29t,
# has the same energies and symmetry labels but other eigenvectors, g values, intensities.
# d_M=<M|H|M>, x=d(9/2)-d(3/2), y=d(7/2)-d(5/2). Blocks A={9/2,-3/2}, B={7/2,-5/2}, C={1/2}.
# thA, thB: mixing angles in A, B. Energies in meV.
import numpy as np, itertools
from scipy.linalg import expm
from scipy.optimize import least_squares, fsolve
from scipy.constants import physical_constants as pc
from sympy import Rational as Q
from sympy.physics.wigner import clebsch_gordan

muB = pc['Bohr magneton in eV/T'][0]*1e3
cm = pc['electron volt-inverse meter relationship'][0]*1e-5
rng = np.random.default_rng(1)

def jmats(j):
    m = np.arange(j, -j-1, -1.0)
    Jp = np.diag(np.sqrt(j*(j+1)-m[1:]*(m[1:]+1)), 1)
    return m, Jp, (Jp+Jp.T)/2, (Jp-Jp.T)/2j, np.diag(m)
def stevens(j):
    m, Jp = jmats(j)[:2]; X = j*(j+1); P = np.linalg.matrix_power(Jp, 6)
    return np.array([np.diag(3*m**2-X), np.diag(35*m**4-(30*X-25)*m**2+3*X**2-6*X),
        np.diag(231*m**6-(315*X-735)*m**4+(105*X**2-525*X+294)*m**2-5*X**3+40*X**2-60*X),
        (P+P.T)/2])
m, Jp, Jx, Jy, Jz = jmats(4.5); O = stevens(4.5)
ham = lambda B: np.tensordot(B, O, 1)
scale = np.array([36., 1848., 55440., 5040.])   # converts parameters to meV-sized numbers
def labelled(B):
    E, V = np.linalg.eigh(ham(B))
    chi = (np.cos(np.pi*m/3) @ V**2).reshape(5, 2).sum(1)
    return E[::2], np.round(chi/np.sqrt(3)).astype(int), V
fmt = lambda v, n=4: ' '.join(f'{q:.{n}f}' for q in v)
fme = lambda v: ' '.join(f'{q:.5e}' for q in v)

# derived closed forms
v2 = np.array([-4, -3, -1, 2, 6]); v4 = np.array([18, 3, -17, -22, 18]); v6 = np.array([-8, 6, 10, -11, 3])
def xy(B): return 54*B[0]+1260*B[1]-15120*B[2], 18*B[0]-420*B[1]-105840*B[2]
def twin(B):
    t = -(288*B[0]+9156*B[1]+211680*B[2])/43; y = xy(B)[1]
    s = B[3]**2+(y**2-(y+29*t)**2)/10080**2
    return t, (np.array([B[0]+5*t/12, B[1]+t/924, B[2]-23*t/110880, np.sqrt(s)]) if s > 0 else None)
def from_y(y, TA, TB, DB, EC):
    x = (27*TA-13*TB-28*EC+27*y)/29
    d = np.array([EC, (TA-x)/2, (TB-y)/2, (TB+y)/2, (TA+x)/2])
    return np.array([d@v2/396, d@v4/120120, d@v6/1663200, np.sqrt(DB**2-y**2+0j)/10080])
def angles(B):
    x, y = xy(B)
    return 0.5*np.arctan2(1440*np.sqrt(21)*B[3], x), 0.5*np.arctan2(10080*B[3], y)

# matrix elements and tensor rank (Casimir of the adjoint action)
for o, v, f in zip(O, (v2, v4, v6), (6, 84, 5040)):
    assert np.allclose(np.diag(o)[4::-1], f*v)
    assert abs(np.diag(o)[4::-1] @ [14, -28, 20, -7, 1]) < 1e-7
assert np.isclose(O[3][0, 6], 720*np.sqrt(21)) and np.isclose(O[3][1, 7], 5040)
I10 = np.eye(10); ad = [np.kron(a, I10)-np.kron(I10, a.T) for a in (Jx, Jy, Jz)]
cw, cv = np.linalg.eigh(sum(a@a for a in ad))
ranknorm = lambda H: np.array([np.sum(abs(cv[:, abs(cw-k*(k+1)) < 1e-6].conj().T@H.ravel())**2) for k in (2, 4, 6)])
for o, k in zip(O, (0, 1, 2, 2)):
    assert np.isclose(ranknorm(o)[k], np.sum(o**2), rtol=1e-10)

# twin formula on random sets
nreal = 0
for _ in range(300):
    B = rng.normal(size=4)*5/scale; Bt = twin(B)[1]
    if Bt is not None:
        nreal += 1; a, b = labelled(B), labelled(Bt)
        assert np.allclose(a[0], b[0], atol=1e-10) and (a[1] == b[1]).all()
assert nreal > 10

B1 = np.array([0.1, 1e-3, -1e-4, 1e-3]); t, B2 = twin(B1)
E1, lab1, V1 = labelled(B1); E2, lab2, V2 = labelled(B2)
assert np.allclose(E1, E2, atol=1e-11) and (lab1 == lab2).all() and list(lab1) == [-1, 0, 1, 0, -1]
TA, DA, TB, DB, EC = E1[1]+E1[3], E1[3]-E1[1], E1[0]+E1[4], E1[4]-E1[0], E1[2]
R, K = 27*TA-13*TB-28*EC, 7*DA**2-3*DB**2
roots = np.sort(np.roots([2580, 378*R, 7*R**2-841*K]).real)
assert np.allclose(roots, np.sort([xy(B1)[1], xy(B2)[1]]), atol=1e-9)
print('order of parameters: B20 B40 B60 B66')
print('set 1 (meV):', fme(B1)); print('set 2 (meV):', fme(B2))
print('set 1 (cm^-1):', fme(B1*cm)); print('set 2 (cm^-1):', fme(B2*cm))
print('labels of doublets:', ' '.join('ACB'[i] for i in lab1))
print('levels, traceless H (meV):', fmt(E1))
print('levels above ground (meV):', fmt(E1-E1[0])); print('levels above ground (cm^-1):', fmt((E1-E1[0])*cm, 2))
print(f'max level difference set 1 vs 2 (meV): {abs(E1-E2).max():.1e}')
print('T_A T_B Delta_A Delta_B E_C (meV):', fmt([TA, TB, DA, DB, EC]))
print(f'R = {R:.4f} meV, K = {K:.4f} meV^2, t = {t:.5f} meV')

# rotations: rank norms conserved, sign of B66 trivial
n = rng.normal(size=3); U = expm(-1j*(n[0]*Jx+n[1]*Jy+n[2]*Jz))
assert np.allclose(ranknorm(U@ham(B1)@U.conj().T), ranknorm(ham(B1)), rtol=1e-10)
U = expm(-1j*np.pi/6*Jz)
assert np.allclose(U@ham(B1)@U.conj().T, ham(B1*[1, 1, 1, -1]), atol=1e-11)
N1, N2 = ranknorm(ham(B1)), ranknorm(ham(B2))
assert np.isclose(N1.sum(), N2.sum()) and abs(N1[0]/N2[0]-1) > 0.5

# Jacobian: Hellmann-Feynman against finite differences; regular here, singular at t=0
def jac5(B):
    V = np.linalg.eigh(ham(B))[1][:, ::2]
    return np.einsum('ai,kab,bi->ik', V, O, V)/scale
lev = lambda B: np.linalg.eigvalsh(ham(B))[::2]
fd = np.array([(lev(B1+1e-5*e/scale)-lev(B1-1e-5*e/scale))/2e-5 for e in np.eye(4)]).T
assert np.allclose(fd, jac5(B1), atol=1e-7)
svr = lambda B: (lambda s: s[-1]/s[0])(np.linalg.svd(jac5(B), compute_uv=False))
B0 = B1.copy(); B0[0] = -(9156*B0[1]+211680*B0[2])/288
assert svr(B0) < 1e-10 and svr(B1) > 1e-3 and svr(B2) > 1e-3
sigE = 0.1

# g values and intensities
L, S, J = 6, 1.5, 4.5
gJ = 1+(J*(J+1)+S*(S+1)-L*(L+1))/(2*J*(J+1)); field = 0.01
def gfield(H, mu):
    E = np.linalg.eigvalsh(H+muB*field*mu); return (E[1]-E[0])/(muB*field)
print(f'g_J = {gJ:.5f}; test field = {field} T; assumed level error = {sigE} meV')
for name, B, V, N in (('set 1', B1, V1, N1), ('set 2', B2, V2, N2)):
    thA, thB = angles(B); sA, cA, sB, cB = np.sin(thA), np.cos(thA), np.sin(thB), np.cos(thB)
    gpar, gperp = gJ*abs(1-6*np.cos(2*thB)), 4*gJ*abs(np.sin(2*thB))
    gz, gx, gy = (gfield(ham(B), gJ*a) for a in (Jz, Jx, Jy))
    assert np.allclose([gz, gx, gy], [gpar, gperp, gperp], atol=1e-4)  # cubic Zeeman term ~1e-6
    strength = lambda a: (abs(V.T@a@V[:, :2])**2).sum(1).reshape(5, 2).sum(1)/2
    Iz, It = strength(Jz), strength(Jx)+strength(Jy)
    assert np.allclose(Iz[1:], [0, 0, 0, 9*np.sin(2*thB)**2], atol=1e-10)
    assert np.allclose(It[1:], [(3*sB*sA+np.sqrt(21)*cB*cA)**2/2, 0,
                                (np.sqrt(21)*cB*sA-3*sB*cA)**2/2, 8*np.cos(2*thB)**2], atol=1e-10)
    assert np.isclose(Iz.sum()+It.sum(), J*(J+1))
    assert np.isclose((V[[1, 8], 0]**2).sum(), sB**2)
    cand = np.array([1-gz/gJ, 1+gz/gJ])/6; cand = cand[abs(cand) <= 1]
    c2 = cand[np.argmin(abs(4*gJ*np.sqrt(1-cand**2)-gx))]
    assert np.allclose(from_y(c2*DB, TA, TB, DB, EC).real*scale, B*scale, atol=1e-3)
    Js = jac5(B); Js = Js[1:]-Js[0]
    sig = sigE*np.sqrt(np.diag(np.linalg.inv(Js.T@Js)))/scale
    assert abs(B1[0]-B2[0]) > 5*sig[0]
    print(f'{name}: d(1/2..9/2) (meV):', fmt(np.diag(ham(B))[4::-1]))
    print(f'{name}: x, y, a, c (meV):', fmt([*xy(B), B[3]*O[3][0, 6], B[3]*O[3][1, 7]]))
    print(f'{name}: Tr H_k^2, k=2,4,6, total (meV^2):', fmt([*N, N.sum()], 2))
    print(f'{name}: thA, thB (deg): {np.degrees(thA):.3f} {np.degrees(thB):.3f}; cos2thB = {np.cos(2*thB):.4f}')
    print(f'{name}: ground weights |7/2>, |-5/2>: {sB**2:.4f} {cB**2:.4f}')
    print(f'{name}: g_par/gJ, g_perp/gJ: {gpar/gJ:.4f} {gperp/gJ:.4f}; g_par, g_perp: {gpar:.4f} {gperp:.4f}')
    print(f'{name}: strength z, levels 0-4 (hbar^2):', fmt(Iz))
    print(f'{name}: strength x+y, levels 0-4 (hbar^2):', fmt(It))
    print(f'{name}: strength total, levels 0-4 (hbar^2):', fmt(Iz+It))
    print(f'{name}: linear error bars (meV):', ' '.join(f'{q:.2e}' for q in sig))
ov = np.sum((V1[:, :2].T@V2[:, :2])**2)/2
assert np.isclose(ov, np.cos(angles(B1)[1]-angles(B2)[1])**2)
print(f'squared overlap of ground states: {ov:.4f}; B20 distance: {abs(B1[0]-B2[0]):.4f} meV')

# all solutions when labels are unknown
sols = []
for ic in range(5):
    rest = [i for i in range(5) if i != ic]
    for pa in itertools.combinations(rest, 2):
        pb = [i for i in rest if i not in pa]
        ta, da, tb, db = E1[list(pa)].sum(), E1[pa[1]]-E1[pa[0]], E1[pb].sum(), E1[pb[1]]-E1[pb[0]]
        r, k = 27*ta-13*tb-28*E1[ic], 7*da**2-3*db**2
        for y in np.roots([2580, 378*r, 7*r**2-841*k]).astype(complex):
            B = from_y(y, ta, tb, db, E1[ic]); sols += [B, B*[1, 1, 1, -1]]
sols = np.array(sols)
for B in sols:
    H = ham(B)
    for p in (2, 3, 4, 5):
        assert abs(np.trace(np.linalg.matrix_power(H, p))-2*np.sum(E1**p)) < 1e-10*(2*abs(H).max())**p
dist = abs((sols[:, None]-sols[None])*scale).max(2)+np.eye(len(sols))
assert len(sols) == 120 and dist.min() > 1e-6
real = np.array([B.real for B in sols if abs(B.imag*scale).max() < 1e-9 and B[3].real > 0])
for B in real: assert np.allclose(lev(B), E1, atol=1e-9)
found = set()
for _ in range(300):
    f = least_squares(lambda s: lev(s/scale)-E1, rng.normal(size=4)*5, jac=lambda s: jac5(s/scale),
                      method='lm', xtol=1e-14, ftol=1e-14, gtol=1e-14, max_nfev=150)
    if abs(f.fun).max() < 1e-10:
        s = f.x.copy(); s[3] = abs(s[3]); dd = abs(real*scale-s).max(1)
        assert dd.min() < 1e-4
        found.add(int(dd.argmin()))
assert len(found) >= 2
print(f'unlabelled: complex solutions {len(sols)}, real with B66>0 {len(real)}, hit by 300 random fits {len(found)}')
print(f'unlabelled: B20 range of real solutions (meV): {real[:,0].min():.4f} {real[:,0].max():.4f}')

# full term L=6, S=3/2 with spin-orbit coupling lam L.S
mL, Lp, Lx, Ly, Lz = jmats(6.0); mS, Sp, Sx, Sy, Sz = jmats(1.5)
kL = lambda a: np.kron(a, np.eye(4)); kS = lambda a: np.kron(np.eye(13), a)
W = np.zeros((52, 10))
for i, a in enumerate(range(6, -7, -1)):
    for j, b in enumerate((3, 1, -1, -3)):
        M2 = 2*a+b
        if abs(M2) <= 9:
            W[4*i+j, (9-M2)//2] = float(clebsch_gordan(6, Q(3, 2), Q(9, 2), a, Q(b, 2), Q(M2, 2)))
assert np.allclose(W.T@(kL(Lp)+kS(Sp))@W, Jp) and np.allclose(W.T@(kL(Lz)+2*kS(Sz))@W, gJ*Jz)
OL = np.array([kL(o) for o in stevens(6.0)])
rk = np.array([np.sum(o*(W.T@ol@W))/np.sum(o*o) for o, ol in zip(O, OL)])
for o, ol, r in zip(O, OL, rk): assert np.allclose(W.T@ol@W, r*o, atol=1e-6)
assert np.isclose(rk[2], rk[3])
LS = np.kron(Lz, Sz)+(np.kron(Lp, Sp.T)+np.kron(Lp.T, Sp))/2
twoM = np.round(2*np.diag(kL(Lz)+kS(Sz))).astype(int)
masks = [(twoM-q) % 12 == 0 for q in (9, 7, 1)]
full = lambda B, lam: lam*LS+np.tensordot(B/rk, OL, 1)
def blocks(B, lam):
    H = full(B, lam); a, b, c = (np.linalg.eigvalsh(H[np.ix_(k, k)]) for k in masks)
    hi = np.array([*a[2:4], *b[2:4], *c[1:3]])
    return np.array([a[0], c[0], a[1], b[1]])-b[0], hi-hi.mean()
s = B2*scale
for lam in (4000., 1000., 400., 200., 100., 60., 40.):
    target = blocks(B1, lam)[0]
    s = fsolve(lambda u: blocks(u/scale, lam)[0]-target, s, xtol=1e-12)
B2m = s/scale
Ea, Eb = (np.linalg.eigvalsh(full(B, lam))[:10:2] for B in (B1, B2m))
assert np.allclose(Ea-Ea[0], Eb-Eb[0], atol=1e-8) and np.allclose(np.sort(target), (Ea-Ea[0])[1:], atol=1e-9)
assert target.min() > 0
muz, mux = kL(Lz)+2*kS(Sz), kL(Lx)+2*kS(Sx)
ga, gb = ([gfield(full(B, lam), u) for u in (muz, mux)] for B in (B1, B2m))
ha, hb = blocks(B1, lam)[1], blocks(B2m, lam)[1]
assert abs(ga[0]-gb[0]) > 1 and abs(ha-hb).max() > 0.1
print(f'J-mixing: lambda = {lam:.0f} meV, free gap 11/2-9/2 = {5.5*lam:.0f} meV')
print('J-mixing: projection factors r2 r4 r6:', fmt(rk[:3], 5))
print('J-mixing: common levels A C A B above ground (meV):', fmt(target))
print('J-mixing: refitted set 2 (meV):', fme(B2m))
print('J-mixing: g_par g_perp set 1:', fmt(ga, 3), '| set 2:', fmt(gb, 3))
print('J=11/2 levels A A B B C C from barycentre, set 1 (meV):', fmt(ha, 3))
print('J=11/2 levels A A B B C C from barycentre, set 2 (meV):', fmt(hb, 3))
print('checks complete')
```

It prints:

```
order of parameters: B20 B40 B60 B66
set 1 (meV): 1.00000e-01 1.00000e-03 -1.00000e-04 1.00000e-03
set 2 (meV): -6.26744e-02 5.77469e-04 -1.90149e-05 1.55071e-03
set 1 (cm^-1): 8.06554e-01 8.06554e-03 -8.06554e-04 8.06554e-03
set 2 (cm^-1): -5.05503e-01 4.65760e-03 -1.53366e-04 1.25073e-02
labels of doublets: B A C A B
levels, traceless H (meV): -8.9081 -5.7378 3.1440 4.7658 6.7361
levels above ground (meV): 0.0000 3.1703 12.0521 13.6740 15.6443
levels above ground (cm^-1): 0.00 25.57 97.21 110.29 126.18
max level difference set 1 vs 2 (meV): 8.9e-16
T_A T_B Delta_A Delta_B E_C (meV): -0.9720 -2.1720 10.5037 15.6443 3.1440
R = -86.0400 meV, K = 38.0592 meV^2, t = -0.39042 meV
g_J = 0.72727; test field = 0.01 T; assumed level error = 0.1 meV
set 1: d(1/2..9/2) (meV): 3.1440 -4.5720 -7.0680 4.8960 3.6000
set 1: x, y, a, c (meV): 8.1720 11.9640 3.2995 5.0400
set 1: Tr H_k^2, k=2,4,6, total (meV^2): 47.52 20.18 312.80 380.50
set 1: thA, thB (deg): 19.460 20.058; cos2thB = 0.7648
set 1: ground weights |7/2>, |-5/2>: 0.1176 0.8824
set 1: g_par/gJ, g_perp/gJ: 3.5885 2.5773; g_par, g_perp: 2.6098 1.8744
set 1: strength z, levels 0-4 (hbar^2): 3.2194 0.0000 0.0000 0.0000 3.7364
set 1: strength x+y, levels 0-4 (hbar^2): 3.3212 9.6866 0.0000 0.1077 4.6788
set 1: strength total, levels 0-4 (hbar^2): 6.5406 9.6866 0.0000 0.1077 8.4152
set 1: linear error bars (meV): 1.01e-02 3.89e-05 6.13e-06 9.93e-05
set 2: d(1/2..9/2) (meV): 3.1440 0.6987 -1.4069 -0.7651 -1.6707
set 2: x, y, a, c (meV): -2.3693 0.6419 5.1165 7.8156
set 2: Tr H_k^2, k=2,4,6, total (meV^2): 18.67 6.73 355.11 380.50
set 2: thA, thB (deg): 51.518 43.824; cos2thB = 0.0410
set 2: ground weights |7/2>, |-5/2>: 0.4795 0.5205
set 2: g_par/gJ, g_perp/gJ: 0.7538 3.9966; g_par, g_perp: 0.5482 2.9066
set 2: strength z, levels 0-4 (hbar^2): 0.1421 0.0000 0.0000 0.0000 8.9849
set 2: strength x+y, levels 0-4 (hbar^2): 7.9865 6.7840 0.0000 0.8391 0.0135
set 2: strength total, levels 0-4 (hbar^2): 8.1286 6.7840 0.0000 0.8391 8.9983
set 2: linear error bars (meV): 9.57e-03 3.10e-05 5.08e-06 9.01e-06
squared overlap of ground states: 0.8376; B20 distance: 0.1627 meV
unlabelled: complex solutions 120, real with B66>0 12, hit by 300 random fits 12
unlabelled: B20 range of real solutions (meV): -0.2441 0.1602
J-mixing: lambda = 40 meV, free gap 11/2-9/2 = 220 meV
J-mixing: projection factors r2 r4 r6: 1.59091 2.37762 3.38811
J-mixing: common levels A C A B above ground (meV): 3.2651 12.2296 13.8860 15.7252
J-mixing: refitted set 2 (meV): -7.55984e-02 5.60751e-04 -1.30484e-05 1.57158e-03
J-mixing: g_par g_perp set 1: 2.496 1.841 | set 2: 0.754 2.861
J=11/2 levels A A B B C C from barycentre, set 1 (meV): -1.901 2.477 -4.147 -0.596 -0.098 4.265
J=11/2 levels A A B B C C from barycentre, set 2 (meV): -1.996 2.103 -2.258 1.857 -2.034 2.329
checks complete
```
